Classical anharmonic free energy at order T², from one coordinate to many, part 2

When the free energies of two alloy phases are compared, one must decide whether to add an anharmonic correction to the harmonic result, and which derivatives of the potential it needs. The correction is expanded here at low temperature in classical mechanics.

Hartree atomic units are used. T is the thermal energy, Boltzmann's constant times the absolute temperature, and entropies and heat capacities are in units of k_B. F_harm is the classical harmonic free energy at the same fixed volume. The potential V has a unique global minimum at x = 0, with V(0) = 0. Repeated indices are summed:

V = ½ K_ij x_i x_j + (1/6) Φ_ijk x_i x_j x_k + (1/24) Φ_ijkl x_i x_j x_k x_l + ….

V₃ and V₄ are the cubic and quartic parts, and G = K⁻¹. With x = √T y, angle brackets denote averages with the Gaussian weight exp(−½ K_ij y_i y_j). For any polynomial f,

⟨y_i f⟩ = G_il ⟨∂f/∂y_l⟩.

The anharmonic free energy F_anh = F − F_harm is A T² + O(T³), where

F − F_harm = ⟨V₄⟩ − ⟨V₃²⟩/(2T) + O(T³),

A = (1/8) Φ_ijkl G_ij G_kl − (1/12) Φ_ijk Φ_lmn G_il G_jm G_kn − (1/8) Φ_ijk Φ_lmn G_ij G_kl G_mn.

The three contributions are called the quartic, three-line and one-line terms. For constant A, S_anh = −2AT and E_anh = −A T².

For one coordinate with second, third and fourth derivatives k, g and h,

A = h/(8k²) − 5g²/(24k³).

The Morse potential V(x) = D (1 − e^(−ax))² has k = 2Da², g = −6Da³, h = 14Da⁴, quartic part 7/(16D) and total A = −1/(2D). Its integral is cut off on the plateau at large x, and t = T/D. The numerical example has D = 0.10 hartree and a = 1 per bohr. At 1000 K, T = 3.1668 × 10⁻³ hartree, and quadrature of the full integral gives 1.043 times A T².

**First limits**

For one coordinate G = 1/k, and the cubic terms add to −(1/12 + 1/8) g²/k³ = −5g²/(24k³), as before. If the coordinates are independent, G and both derivative tensors are diagonal, each contraction becomes a sum over single coordinates, and A is the sum of the one-coordinate results. Independent parts of a system therefore contribute additively.

A linear change of coordinates x_i = B_ia q_a, with B invertible, multiplies each index of Φ by a factor B and each index of G by a factor B⁻¹. The factors cancel in every contraction. Mass-weighted coordinates therefore give the same A as Cartesian ones, as they must for a classical quantity from which the masses have dropped out. In normal coordinates, with G_ij = δ_ij/λ_i, the quartic term is the sum over i and j of Φ_iijj/(8λ_iλ_j), and the three-line term is minus the sum over i, j and k of Φ_ijk²/(12λ_iλ_jλ_k).

For a crystal in a periodic cell, uniform translations have zero stiffness, and K cannot be inverted as it stands. They are removed first, for instance by fixing the centre of mass, and G is the inverse in the remaining space.

**What the one-line term means**

The cubic part displaces the mean position. To lowest order the Boltzmann weight is multiplied by 1 − √T a₃, with a₃ = (1/6) Φ_jkl y_j y_k y_l, so

⟨y_i⟩_T = −√T ⟨y_i a₃⟩ = −√T G_ij ⟨∂a₃/∂y_j⟩ = −√T G_ij b_j,

b_j = ½ Φ_jkl G_kl.

The subscript T marks the average in the full potential. With x = √T y,

⟨x_i⟩_T = −T G_ij b_j = −(T/2) G_ij Φ_jkl G_kl.

Vibrations exert a mean force −T b_j, and the harmonic springs yield to it. The free energy gained is that of a spring system relaxing under a force:

−½ ⟨x_i⟩_T K_ij ⟨x_j⟩_T = −½ T² b_i G_ij b_j = −(1/8) T² Φ_ijk Φ_lmn G_ij G_kl G_mn.

This uses GKG = G. It is the one-line term.

The interpretation can be checked by preventing the relaxation. Add a constant force through the term f_i x_i and choose f so that the mean position stays at zero. The force needed is of order T, so we write f_i = T φ_i. In scaled variables f_i x_i/T = √T φ_i y_i, which has the same order as the cubic term. It replaces a₃ by a₃ + φ_i y_i. The mean becomes −√T G_ij (b_j + φ_j), which vanishes for φ = −b. The second-order average is then

⟨(a₃ − b_i y_i)²⟩ = ⟨a₃²⟩ − 2 b_i G_ij b_j + b_i G_ij b_j = ⟨a₃²⟩ − b_i G_ij b_j.

Multiplied by −½ T², the last term contributes +½ T² b_i G_ij b_j, which cancels the one-line term. Corrections to φ of relative order T affect F at T³ and beyond. Since the mean position is zero, the added term f_i x_i has zero average and leaves no contribution of its own to be subtracted.

For the Morse oscillator the displacement is −T g/(2k²) = 3T/(4Da), so a⟨x⟩_T/t should tend to 0.75. The one-line part of A is −g²/(8k³) = −9/(16D) and the three-line part is −g²/(12k³) = −6/(16D). With the mean clamped, A should become

7/(16D) − 6/(16D) = 1/(16D),

or 0.0625 in units of 1/D. Quadrature, extrapolated to T = 0, gives 0.750000 for the displacement and 0.062500 for the clamped coefficient. The free Morse oscillator owes its negative A to the relaxation of its mean position.

**Crystals, volume and double counting**

In a crystal with one atom per primitive cell, the one-line term from internal displacements vanishes at fixed cell. By translational symmetry the mean force −T b is the same on every atom. A uniform translation of all atoms leaves V unchanged, so the forces sum to zero, and each must vanish. In an alloy, atoms may sit on inequivalent sites without such protection, and the term has to be computed.

The volume is a separate matter, because it is held fixed in A. Let v be a small change of volume from the static minimum, with static energy ½ κ v², and let the internal coordinates be chosen so that their harmonic coupling to v vanishes. The v-dependent part of the classical harmonic free energy is (T/2) ln det K(v). Its derivative at v = 0 is

(T/2) G_kl ∂K_kl/∂v = (T/2) Φ_vkl G_kl = T b_v.

Minimizing ½ κ v² + T b_v v gives v = −T b_v/κ and a gain of −T² b_v²/(2κ). This has the form of the one-line expression with v as the displaced coordinate, with k and l running over the internal coordinates alone. Treating v as a full coordinate would add Φ_vvv/(2κ) to b_v, from the fluctuation of v itself. That addition is smaller than b_v by a factor of order 1/N in a large crystal, but it is not small in a system of a few atoms. A quasi-harmonic calculation, which minimizes the static plus harmonic free energy over volume, already contains it. If A T² is added to such a calculation, A must be evaluated at fixed volume, without a volume coordinate among the x_i, or this gain is counted twice.

**A chain that cannot dissociate**

Two atoms move on a line between two fixed walls, joined by three unequal Morse bonds. At the minimum all bonds have their natural length. If x₁ and x₂ are the displacements, the bond stretches are

r₁ = x₁,  r₂ = x₂ − x₁,  r₃ = −x₂.

They add to zero, so no bond can stretch without another being compressed. The compressed bond costs an energy that grows without limit, and the integral converges without a cutoff. The model is a small example of a solid at fixed volume.

Let k_s, g_s and h_s be the derivatives of bond s, and let C_st be the harmonic covariance of the stretches r_s and r_t, divided by T. Since V is a sum over bonds, the tensor formula reduces to

A = (1/8) Σ_s h_s C_ss² − (1/12) Σ_st g_s g_t C_st³ − (1/8) Σ_st g_s g_t C_ss C_st C_tt.

Three equal bonds form a useful limit. Then K has diagonal elements 2k and off-diagonal elements −k, and its inverse has diagonal elements 2/(3k) and off-diagonal elements 1/(3k). This gives C_ss = c = 2/(3k) and C_st = −c/2 for s ≠ t. Each row of C sums to zero, so the one-line term vanishes. The other two are

quartic: (3/8) h c² = h/(6k²),

three-line: −(g²/12)(3c³ − 6c³/8) = −(3/16) g² c³ = −g²/(18k³).

With the Morse derivatives these are 7/(12D) and −1/(4D), so

A = 7/(12D) − 3/(12D) = +1/(3D).

The same bond that gives A = −1/(2D) when free gives a positive A in this chain. The sign of the anharmonic free energy is therefore not a property of the bond alone. It depends on what the surroundings allow the bond to do.

**Unequal bonds**

Now take D = 0.10, 0.06 and 0.08 hartree and a = 1.0, 1.2 and 0.9 per bohr for bonds 1, 2 and 3. The stiffnesses 2Da² are 0.2000, 0.1728 and 0.1296 hartree/bohr². The Hessian is

K₁₁ = 0.2000 + 0.1728 = 0.3728,

K₂₂ = 0.1728 + 0.1296 = 0.3024,

K₁₂ = −0.1728.

Its determinant is 0.3728 × 0.3024 − 0.1728² = 0.08287, so G₁₁ = 3.649, G₂₂ = 4.498 and G₁₂ = 2.085 bohr²/hartree. The stretch variances are C₁₁ = G₁₁ = 3.649, C₂₂ = G₁₁ + G₂₂ − 2G₁₂ = 3.977 and C₃₃ = G₂₂ = 4.498. With h = 14Da⁴ equal to 1.400, 1.742 and 0.735, the quartic term is

(1/8)(1.400 × 3.649² + 1.742 × 3.977² + 0.735 × 4.498²) = 7.63 per hartree.

The full contractions give 7.6325 for the quartic term, −3.3499 for the three-line term and −0.3589 for the one-line term, all per hartree. Their sum is

A = 7.6325 − 3.3499 − 0.3589 = 3.924 per hartree.

Two-dimensional quadrature with the full bond potentials, extrapolated to T = 0, gives 3.923773 per hartree, the same as the formula to all printed digits. Separate quadratures of the Gaussian averages of V₄ and V₃² also agree with the pairings.

The one-line term can be recovered from the mean displacements. The formula gives ⟨x₁⟩_T/T = 0.4188 and ⟨x₂⟩_T/T = 1.7274 bohr/hartree, and quadrature confirms both in the limit T → 0. Then

−½ (0.3728 × 0.4188² − 2 × 0.1728 × 0.4188 × 1.7274 + 0.3024 × 1.7274²) = −0.359 per hartree.

The stretches per unit T are 0.419, 1.309 and −1.727 bohr/hartree. Bond 3 is shortened although its own cubic term favours lengthening. Force balance shows why. The mean tension of bond s, divided by T, is k_s r_s/T + ½ g_s C_ss, and it must be the same in all three bonds. The cubic parts ½ g_s C_ss, with g = −6Da³, are −1.095, −1.237 and −0.787 per bohr. Adding k_s r_s/T gives −1.011 in each case. The common tension is negative, which means that the chain pushes on its walls. Bond 3 has the weakest thermal push, and the other two compress it. The fixed total length prevents a common expansion, and what remains of the one-line term comes from this unequal sharing.

At 1000 K the formula gives

3.924 × (3.1668 × 10⁻³)² = 3.935 × 10⁻⁵ hartree,

and quadrature gives 3.906 × 10⁻⁵ hartree. The formula is too high by 0.7 % of the quadrature value. For the free Morse oscillator at the same temperature it was too small in magnitude by about 4 %.

**Where the formula fails**

The dimensionless quantity AT is the anharmonic free energy in units of T, but a small AT is not sufficient for accuracy, because large terms may cancel in A. Each of the three terms, taken per coordinate (A grows with the size of the system) and multiplied by T, should be small. This is a working rule and does not guarantee accuracy, since the fifth and sixth derivatives also enter the neglected T³ term. For a single uncoupled coordinate this means that hT/k² and g²T/k³ are both small compared with 1. As k decreases at fixed g and h these ratios grow, and the range of temperature in which the expansion is useful shrinks. In a coupled system the mixed derivatives count too. A soft normal coordinate i with no cubic or quartic term of its own can still contribute through Φ_iijj T/(λ_iλ_j), which grows as λ_i decreases. At k = 0 the starting Gaussian no longer exists.

If the structure is a saddle point, K has a negative eigenvalue and the formula does not apply. If several minima are visited, each has its own expansion, and their partition functions must be added before the logarithm is taken. Different atomic arrangements of an alloy are minima of this kind. Their configurational entropy is not contained in A.

If the magnetic state changes with temperature and the atoms are described by an effective potential that changes with it, then A depends on T. The value A(T) T² can still be evaluated at each temperature with the current derivatives, but the entropy becomes

S_anh = −2AT − T² dA/dT,

and the harmonic and static parts acquire similar terms from their own temperature dependence.

**Back to the decision**

For a comparison of two phases, the quantity that matters is ΔA T², with ΔA the difference per atom at the volumes concerned. It should be set against the accuracy needed in the free-energy difference. If it is worth computing, third and fourth derivatives are needed together. The quartic term alone gave the wrong sign for the free Morse oscillator and nearly twice the correct coefficient for the chain.

There is also a route that avoids the derivatives. The classical kinetic energy is T/2 per coordinate, with or without anharmonicity, so the anharmonic energy −A T² lies wholly in the potential. For N vibrational coordinates at fixed volume,

⟨V⟩_T = N T/2 − A T² + O(T³).

A classical simulation at a few low temperatures can therefore supply A from the mean potential energy, measured from the static minimum. The ratio [N T/2 − ⟨V⟩_T]/T² tends to A as T → 0. If it is nearly constant from low temperatures up to the temperature of interest, the quadratic law is adequate there. Constancy over a limited range at higher temperature is not enough, because the ratio may be passing through a maximum or minimum far from A. If it drifts, higher orders matter, and the free energy should be obtained by thermodynamic integration instead. For a potential that does not depend on T, it follows from E = F − T dF/dT that d(F_anh/T)/dT = −E_anh/T², with E_anh = ⟨V⟩_T − N T/2. Since F_anh/T vanishes as T → 0, F_anh(T) = −T ∫₀^T E_anh(T′)/T′² dT′, which returns A T² when E_anh = −A T². The values behind the comparisons made here are in the numerical output that follows.

Table of computed values

```
Morse D = 0.10 hartree, a = 1.0 1/bohr
k = 0.200 hartree/bohr^2, g = -0.600 hartree/bohr^3, h = 1.400 hartree/bohr^4
symbolic k, g, h: 2*D*a**2 , -6*D*a**3 , 14*D*a**4 ; A = -1/(2*D)
A parts (1/hartree): quartic 4.3750, three-line -3.7500, one-line -5.6250
A total, formula = -5.000000 1/hartree
A total, quadrature T->0 = -5.000000 1/hartree
series of (F-F_harm)/D in t=T/D: t^2, t^3, t^4 coefficients: -1/2 -5/8 -37/24
t^3 coefficient from quadrature = -0.62500
a<x>/t as t->0: quadrature 0.750000, formula 0.750000
D*A with mean clamped at 0: quadrature 0.062500, formula 0.062500
heat capacity excess/k_B: t coefficient 1.00000, t^2 coefficient 3.7500
Morse free energies F-F_harm:
 300 K: k_B*T = 9.500435e-04 hartree, t = 0.00950
   quadrature -4.56781e-06, formula -4.51291e-06 hartree, ratio 1.0122
   quartic term alone 3.94880e-06 hartree; heat capacity excess 0.00986 k_B
 1000 K: k_B*T = 3.166812e-03 hartree, t = 0.03167
   quadrature -5.23042e-05, formula -5.01435e-05 hartree, ratio 1.0431
   quartic term alone 4.38755e-05 hartree; heat capacity excess 0.03616 k_B
 2000 K: k_B*T = 6.333623e-03 hartree, t = 0.06334
   quadrature -2.19774e-04, formula -2.00574e-04 hartree, ratio 1.0957
   quartic term alone 1.75502e-04 hartree; heat capacity excess 0.08664 k_B
1000 K in meV: quadrature -1.4233, formula -1.3645
1000 K, cutoff a*x 4 -> 40: relative change 1.4e-10
t = 0.2: (F-F_harm)/D = -0.03047 (cutoff 4), -0.07735 (cutoff 40)
Chain bonds: D = [0.1  0.06 0.08] hartree, a = [1.  1.2 0.9] 1/bohr
Chain Hessian (hartree/bohr^2): [[0.3728, -0.1728], [-0.1728, 0.3024]]
Chain A parts (1/hartree): quartic 7.63252, three-line -3.34989, one-line -0.35885
Chain A: formula 3.923773, quadrature 3.923773 1/hartree
Chain <x>/T as T->0 (bohr/hartree): [0.4188, 1.72741]
Chain at 1000 K: quadrature 3.90623e-05, formula 3.93503e-05 hartree
```
